# Meta and para transmission through a Hückel benzene ring

## Question

Six carbon pi orbitals, numbered 0 to 5, form a ring. They are orthonormal, have the same on-site energy, taken as $E=0$, and are joined to their nearest neighbours by a real hopping $t<0$. Lead L touches site $a$ only and lead R touches site $b$ only. The meta connection is $(a,b)=(0,2)$ and the para connection is $(0,3)$. Electrons are independent and scatter elastically.

Each lead is a half-infinite chain, $n=1,2,\dots$, with on-site energy $\epsilon$, hopping $\tau<0$ and a real coupling $v$ from its site 1 to the ring. These constants may differ between leads, and $E$ lies inside both lead bands.

For numbers use $t=-2.5$ eV and, where stated, energy-independent self-energies $\Sigma_L=\Sigma_R=-i\Gamma/2$ with $\Gamma=0.5$ eV. The hopping is a usual value for benzene. The width is an illustrative choice, not derived for a particular anchor group, which could also give the self-energy a sizeable real part.

## (a) Express the transmission through the ring Green function.

**Answer.** In a lead, $E=\epsilon+2\tau\cos q$ with $0<q<\pi$. Since $dE/dq=-2\tau\sin q>0$, the wave $e^{iqn}$ travels away from the ring. In lead L put
$$\psi_n=e^{-iqn}+re^{iqn}.$$
The equation at its first site is $(E-\epsilon)\psi_1=\tau\psi_2+v\phi_a$, where $\phi$ denotes ring amplitudes. The same wave continued to $n=0$ obeys $(E-\epsilon)\psi_1=\tau\psi_2+\tau\psi_0$. Subtraction gives $\tau(1+r)=v\phi_a$, hence
$$\psi_1=e^{iq}(1+r)+e^{-iq}-e^{iq}=\frac{v}{\tau}e^{iq}\phi_a-2i\sin q .$$
The ring equation at $a$ contains $v\psi_1$. Its first part is a self-energy and its second a source:
$$\Sigma_L=\frac{v_L^2}{\tau_L}e^{iq_L},\qquad \text{source}=-2iv_L\sin q_L .$$
In lead R the wave is $se^{iqn}$. The same subtraction gives $\tau_Rs=v_R\phi_b$ and $\Sigma_R=v_R^2e^{iq_R}/\tau_R$. Therefore
$$\phi_b=-2iv_L\sin q_L\,G_{ba},\qquad G=(E-H-\Sigma_L-\Sigma_R)^{-1},$$
where each self-energy acts on its contact site. Transmission is $|s|^2$ times the ratio of velocities:
$$T=\frac{v_R^2}{\tau_R^2}\,4v_L^2\sin^2q_L\,|G_{ba}|^2\,\frac{|\tau_R|\sin q_R}{|\tau_L|\sin q_L}=\Gamma_L\Gamma_R|G_{ba}|^2,$$
with $\Gamma=-2\,\mathrm{Im}\,\Sigma=2v^2\sin q/|\tau|$.

At one energy, a chain can represent any finite $\Sigma$ with negative imaginary part: the phase of $-e^{iq}$ runs from $-\pi$ to 0, and $v^2/|\tau|$ sets the modulus. The choice $\Sigma=-i\Gamma/2$ is the case $q=\pi/2$.

## (b) Write $G_{ba}$ in terms of the isolated ring, $g=(E-H)^{-1}$.

**Answer.** Let $E$ differ from every ring level. The identity $G=g+g(\Sigma_L+\Sigma_R)G$ gives
$$G_{ba}=g_{ba}(1+\Sigma_LG_{aa})+g_{bb}\Sigma_RG_{ba},$$
$$G_{aa}=g_{aa}+g_{aa}\Sigma_LG_{aa}+g_{ab}\Sigma_RG_{ba}.$$
Solving the second for $G_{aa}$ gives
$$1+\Sigma_LG_{aa}=\frac{1+\Sigma_L\Sigma_Rg_{ab}G_{ba}}{1-g_{aa}\Sigma_L}.$$
The denominator is nonzero because $g_{aa}$ is real and $\Sigma_L$ is not. Inserting this in the first equation and collecting $G_{ba}$,
$$G_{ba}=\frac{g_{ba}}{D},\qquad D=(1-g_{aa}\Sigma_L)(1-g_{bb}\Sigma_R)-g_{ab}g_{ba}\Sigma_L\Sigma_R .$$

## (c) Find both transmissions at the carbon on-site energy.

**Answer.** Write $H=tA$, where $A$ has entry 1 for neighbours and 0 otherwise. Plane waves on the ring give the eigenvalues $2\cos(2\pi k/6)=2,1,1,-1,-1,-2$. None is zero, so $g=-A^{-1}/t$ exists at $E=0$.

Let $c$ be column 0 of $A^{-1}$. Then $c_{j-1}+c_{j+1}=\delta_{j0}$, and reflection symmetry gives $c_j=c_{-j}$. The equations are:

- $j=0$: $2c_1=1$, so $c_1=1/2$.
- $j=2$: $c_1+c_3=0$, so $c_3=-1/2$.
- $j=3$: $2c_2=0$, so $c_2=0$.
- $j=1$: $c_0+c_2=0$, so $c_0=0$.

Thus
$$g_{00}=0,\quad g_{01}=-\frac1{2t},\quad g_{02}=0,\quad g_{03}=\frac1{2t}.$$

For meta, $g_{aa}=g_{bb}=g_{ab}=0$. Hence $D=1$, $G_{ba}=0$ and
$$T_{\rm meta}(0)=0$$
for any finite single-site self-energies, whatever their real parts.

For para, $D=1-\Sigma_L\Sigma_R/(4t^2)$, so
$$G_{ba}=\frac{2t}{4t^2-\Sigma_L\Sigma_R},\qquad T_{\rm para}(0)=\frac{4t^2\Gamma_L\Gamma_R}{|4t^2-\Sigma_L\Sigma_R|^2}>0 .$$
The denominator could vanish only if $\Sigma_R=4t^2\Sigma_L^*/|\Sigma_L|^2$. That number has a positive imaginary part, which a retarded self-energy does not.

For purely imaginary self-energies, $\Sigma_L\Sigma_R=-\Gamma_L\Gamma_R/4$. With $x=\Gamma_L\Gamma_R/(16t^2)$,
$$T_{\rm para}(0)=\frac{4x}{(1+x)^2}=1-\left(\frac{1-x}{1+x}\right)^2 .$$
It vanishes for weak coupling, reaches one at $x=1$, and falls again when the contacts bind their sites too strongly. Here $x=0.25/(16\times6.25)=0.0025$, so $T_{\rm para}=0.01/1.0025^2=0.00995$. Multiplication by $G_0=2e^2/h=77.48\ \mu$S gives $0.771\ \mu$S at zero temperature.

## (d) Explain the difference through the ring levels. Must the hoppings be equal, and are two complete routes needed?

**Answer.** Hopping joins even sites only to odd ones. Reversing an eigenvector's sign on the odd sites therefore turns energy $E_n$ into $-E_n$. In
$$g_{ab}(0)=-\sum_n\frac{\psi_n(a)\psi_n(b)}{E_n}$$
the two partners cancel when $a,b$ have the same parity. For opposite parity the product also changes sign, so the partners add. The contributions, with degenerate states summed, are:

| Level (eV) | Meta (1/eV) | Para (1/eV) |
|---:|---:|---:|
| −5.0 | 0.0333 | 0.0333 |
| −2.5 | −0.0667 | −0.1333 |
| 2.5 | 0.0667 | −0.1333 |
| 5.0 | −0.0333 | 0.0333 |

The sums are 0 and $-0.2$ eV$^{-1}$, the latter being $1/(2t)$.

Now let $h_j$ join sites $j$ and $j+1$, with indices modulo 6. Listing even sites before odd ones,
$$H=\begin{pmatrix}0&B\\B^T&0\end{pmatrix},\qquad B=\begin{pmatrix}h_0&0&h_5\\h_1&h_2&0\\0&h_3&h_4\end{pmatrix}.$$
If $\det B=h_0h_2h_4+h_1h_3h_5\neq0$, then $H^{-1}$ also has zero diagonal blocks. The meta zero survives unequal hoppings.

Setting $h_4=0$ cuts the longer arm and leaves one complete route, 0–1–2. Yet $\det B=t^3\ne0$ if the other hoppings equal $t$, and the zero remains. Interference between two complete routes is therefore not required; the cancellation is between paired levels.

## (e) How fast does the meta transmission rise away from the zero, and what conductance remains at 300 K?

**Answer.** Put $w=E/t$ and $g_{0j}=c_j/t$, where now $(w-A)c=e_0$, the unit vector on site 0. By reflection symmetry,
$$wc_0-2c_1=1,\quad wc_1=c_0+c_2,\quad wc_2=c_1+c_3,\quad wc_3=2c_2 .$$
Working back from the last equation,
$$c_2=\frac w2c_3,\qquad c_1=\left(\frac{w^2}{2}-1\right)c_3,\qquad c_0=\frac{w^3-3w}{2}c_3 .$$
The first equation becomes $(w^4-5w^2+4)c_3/2=1$. With $Q=(w^2-1)(w^2-4)$,
$$g_{00}=\frac{w(w^2-3)}{tQ},\qquad g_{02}=\frac{w}{tQ},\qquad g_{03}=\frac{2}{tQ}.$$
Near $w=0$, $Q\to4$ and $D\to1$, so to leading order
$$g_{02}\simeq\frac{E}{4t^2},\qquad T_{\rm meta}\simeq\frac{\Gamma_L\Gamma_RE^2}{16t^4}=x\frac{E^2}{t^2}.$$
At $E=0.1$ eV this gives $4.00\times10^{-6}$; the full expression gives $4.02\times10^{-6}$.

For the conductance, a lead state carries velocity $(1/\hbar)dE/dq$, and there are $dq/2\pi$ states per site and spin. The current is thus $(2e/h)\int T(f_L-f_R)\,dE$, where $f$ is the Fermi function. At small bias this gives
$$\mathcal G=G_0\int T(E)\left(-\frac{\partial f}{\partial E}\right)dE .$$
With the Fermi level at $E=0$ and $y=E/kT_{\rm th}$, where $T_{\rm th}$ is the temperature, the mean of $E^2$ is $(kT_{\rm th})^2$ times
$$2\int_0^\infty\frac{y^2e^{-y}}{(1+e^{-y})^2}dy=2\sum_{m=1}^{\infty}(-1)^{m+1}m\,\frac{2}{m^3}=4\cdot\frac{\pi^2}{12}=\frac{\pi^2}{3}.$$
Hence
$$\langle T_{\rm meta}\rangle\simeq x\,\frac{\pi^2(kT_{\rm th})^2}{3t^2}=0.0025\times\frac{3.29\times(0.02585)^2}{6.25}=8.79\times10^{-7}.$$
Integration of the full $T(E)$ gives $8.83\times10^{-7}$, or 68 pS. The para value is hardly changed at $0.772\ \mu$S, so the ratio is about $1.1\times10^4$ in this model.

## (f) Which neglected effects remove the zero, and which only move it? Compare the model with a real junction.

**Answer.** A perturbation $V$ of the ring changes $g$ by $gVg$ to first order. The estimates below are at $E=0$, use $\Gamma=0.5$ eV and set $D\simeq1$.

**Site energies.** For shifts $u_j$, $g_{02}\simeq\sum_jg_{0j}u_jg_{j2}$. Even $j$ drop out. Sites 1, 3 and 5 give
$$g_{02}\simeq\frac{u_1-u_3-u_5}{4t^2}.$$
A shift of 0.5 eV on site 1 gives $g_{02}=0.02$ eV$^{-1}$ and $T\simeq0.25\times0.02^2=1.0\times10^{-4}$ at $E=0$. Adding the term $E/(4t^2)$ from (e) puts the zero at $E\simeq-(u_1-u_3-u_5)$, here near $-0.5$ eV, so it has moved and not disappeared; the exact position is $-0.523$ eV. This holds only for a moderate shift. With $u_1$ alone, the numerator of $g_{02}$ is the sum over the two routes, $t^2(E^3-2t^2E)+t^4(E-u_1)=t^2(E^3-t^2E-t^2u_1)$. A second root, at $-2.20$ eV for $u_1=0.5$ eV, moves up through the gap and merges with the first at $|u_1|=2|t|/(3\sqrt3)=0.96$ eV. A larger shift on site 1 leaves no zero in the gap. Shifts confined to even sites, including both contacts, leave the zero: the full equation $g'_{02}=g_{02}+\sum_jg_{0j}u_jg'_{j2}$ then has only vanishing terms on its right.

**Second-neighbour hopping $t_2$.** It links even sites to even and odd to odd. The even links, including the direct one between the contacts, drop out at first order because $g$ vanishes between even sites. The odd links join sites 1, 3 and 5 to one another. In units of $1/(2t)$, $g_{0j}=(-1,1,-1)$ and $g_{j2}=(-1,-1,1)$ on these sites. The sum over unequal pairs is the product of the sums minus the equal-site terms, $1-(-1)=2$, so
$$g_{02}\simeq\frac{2t_2}{4t^2}=\frac{t_2}{2t^2}.$$
For $t_2=-0.1$ eV, $T=1.6\times10^{-5}$. Adding $E/(4t^2)$ predicts a zero at $E\simeq-2t_2=0.2$ eV; the computed position is 0.2006 eV. This effect too only moves the zero.

**A wider contact.** If lead L also touches site 1 with relative amplitude $\eta$, its source enters there too. The amplitude is $\eta g_{12}=-\eta/(2t)$, giving $T\simeq\Gamma^2\eta^2/(4t^2)=1.0\times10^{-4}$ for $\eta=0.1$. For real $\eta$ the sum $E/(4t^2)-\eta/(2t)$ vanishes at $E\simeq2t\eta$, here near $-0.5$ eV, so the zero again moves. This requires both sites to couple to the same single lead channel. If site 1 is instead reached through a separate channel of width $\eta^2\Gamma$, as a many-channel metal electrode allows, the two contributions add as probabilities, $T\simeq\Gamma^2(g_{02}^2+\eta^2g_{12}^2)$. The zero is then replaced by a minimum of about $1.0\times10^{-4}$ near $E=0$.

**Moving against removing.** In these three cases, with one channel in each lead, the transmission amplitude is a real function of $E$, built from $g$, times a nonzero factor. That function changes sign at the zero, and a small real change can only shift the crossing. Removing it by a small change needs something outside this description. One example is a second channel whose transmission adds as a probability, as for sigma electrons when mirror symmetry in the ring plane keeps them separate from the pi electrons. Another is inelastic scattering into final states that are empty and allowed by energy conservation: its outgoing waves leave the ring in a changed state and cannot cancel the elastic wave.

**Pi-electron repulsion in mean field.** Exchange adds $-\tfrac12P_{ij}V_{ij}$ to the hopping, where $P$ is the density matrix. At half filling, paired occupied and empty levels contribute equally to $\sum_n\psi_n(i)\psi_n(j)=\delta_{ij}$ for sites of equal parity. Hence $P_{ij}=\delta_{ij}$ there: exchange creates no same-parity hopping, and the equal charges shift all sites alike. With the isolated ring's density matrix, the zero therefore stays at midgap. Contacts that make the ring charges unequal can move it. With an unscreened Ohno repulsion, $U=11$ eV on site and bonds of 0.14 nm, the isolated ring's gap grows from 5.0 to 11.6 eV and $T_{\rm para}$ falls from 0.0100 to 0.0016.

**The real junction.** Para-linked benzene with amine anchors on gold conducts roughly $10^{-2}G_0$, the size found here. This is no validation, since the widths were chosen and $T_{\rm para}\simeq\Gamma_L\Gamma_R/(4t^2)$ at weak coupling. A real Fermi level need not sit at the carbon on-site energy. An offset of 1 eV, with all else fixed, gives $T_{\rm meta}=6.1\times10^{-4}$ and $T_{\rm para}=0.015$. The meta conductance becomes about $0.048\ \mu$S, some 700 times the thermal value in (e), and the para-to-meta ratio falls to about 25. Tunnelling through sigma electrons or directly between the metals, correlation beyond mean field and inelastic scattering are not sized here. The 68 pS is therefore a property of the pi model, not a prediction for a device. Further values are in the numerical output.

## Values computed for the example and the checks

```
hopping t = -2.50 eV; each contact width = 0.50 eV
temperature = 300 K; kT = 0.02585 eV
conductance quantum 2e^2/h = 77.481 uS
x = GL GR/(16 t^2) = 0.00250
g ortho at node = 0.2000 1/eV
g para at node = -0.2000 1/eV
level (eV), contribution to g meta, to g para (1/eV):
   -5.00    0.03333    0.03333
   -2.50   -0.06667   -0.13333
    2.50    0.06667   -0.13333
    5.00   -0.03333    0.03333
T meta at node (rounding level) = 0.0e+00
T para at node = 0.009950
zero-temperature conductance para = 0.7709 uS
chain leads with complex self-energies, E = 0:
  SL = -0.0471-0.4006j eV; SR = 0.0264-0.2897j eV
  T meta = 0.0e+00; T para = 0.018395
E (eV), T meta, T para:
   0.01  4.0002e-08  9.9506e-03
   0.10  4.0160e-06  9.9897e-03
   0.50  1.1065e-04  1.1005e-02
   1.00  6.1341e-04  1.5223e-02
T meta / quadratic law at 0.01 eV = 1.000040
T meta, unequal hoppings = 0.0e+00
T meta, one bond of longer arm cut = 0.0e+00
thermal mean T meta = 8.8273e-07
thermal law for T meta = 8.7948e-07
thermal mean T para = 0.009959
thermal conductance meta = 68.39 pS
thermal conductance para = 0.7716 uS
thermal para/meta ratio = 1.128e+04
T meta, site 1 shifted by 0.5 eV = 9.9990e-05
T meta, site 4 shifted by 0.5 eV = 0.0e+00
T meta, contact sites shifted = 0.0e+00
second-neighbour hopping t2 = -0.10 eV
  T meta at E = 0: 1.6051e-05; node at 0.2006 eV
T meta, contact spread eta = 0.1: 9.9985e-05
mean-field repulsion: U = 11.0 eV, bond = 0.14 nm
  V at one bond = 7.513 eV; across ring = 4.659 eV
  gap: Huckel 5.000 eV; mean field 11.561 eV
  T meta = 1.8e-34; T para = 1.5677e-03
```
